How a weak impurity near a film wall mimics white-noise roughness

**The form of the coupling**

A conducting film fills 0 < z < a between hard walls. An electron wave vanishes at z = 0, so very close to that wall it is fixed by its slope alone. A weak scatterer placed there must therefore couple two subbands n and m through the product of their slopes, φ_n'(0)φ_m'(0). The normalized subband functions and their slopes are

φ_n(z) = √(2/a) sin(nπz/a),  φ_n'(0) = √(2/a) nπ/a.

The product of slopes is proportional to n·m/a³. Let the scatterer be Uδ(r−R)δ(z−d), where r is the in-plane position and U has the dimension energy × volume. To first order in U, the matrix element times the film area has the dimension energy × area. The missing factor multiplying n·m/a³ must then be energy × length⁵. With U and the small distance d as the only ingredients at leading order, it is a number times Ud².

A small wall displacement h(r) also acts through the slopes. Its strength contains ħ²/m_z, where m_z is the mass for motion normal to the film, times the displaced volume s = ∫h d²r. Equating the two strengths requires s to be a number times m_zUd²/ħ². Two derivations now supply the numbers.

**First derivation: the matrix element**

The in-plane mass is m_t, and the unperturbed states and energies are

ψ_nk = φ_n(z) e^{ik·r}/√A,
E_nk = ε_n + ħ²k²/(2m_t),  ε_n = ħ²π²n²/(2m_z a²).

Here A is the film area. With q = k'−k, the two delta functions make the integral immediate:

⟨m k'|V|n k⟩ = (U/A) e^{−iq·R} φ_n(d)φ_m(d)
= (2U/aA) e^{−iq·R} sin(nπd/a) sin(mπd/a).

This is the full first-order result for a point impurity. Expanding each sine, sin x ≈ x(1−x²/6), gives

⟨m k'|V|n k⟩ ≈ (g/A) n·m e^{−iq·R},
g = 2π²Ud²/a³.

The next term changes the matrix element by the relative amount

−(n²+m²)(πd/a)²/6.

An occupied subband has nπ/a ≤ k_F, where k_F = √(2m_zE_F)/ħ is the largest normal wavenumber at Fermi energy E_F. The size of this correction is thus at most (k_Fd)²/3. The condition for all occupied subbands is k_Fd ≪ 1, or d ≪ λ_F/2π. Being merely a few times closer than the Fermi wavelength λ_F is not enough.

For a short-range potential V(r,z) of finite extent, the product φ_nφ_m ≈ φ_n'(0)φ_m'(0)z² stays under the integral. If the potential is also narrow in the plane compared with the inverse momentum transfer, then Ud² is replaced by

∫V(r,z) z² d²r dz.

A Gaussian profile of standard deviation b centred at d, with negligible weight at the wall, gives U(d²+b²).

**Second derivation: the impurity as a moved wall**

This route asks what boundary condition the wave appears to obey when seen from outside the impurity layer. Let the layer potential be u(r)δ(z−d), with Fourier component

u_q = (1/A)∫u(r)e^{−iq·r}d²r.

An incoming wave φ_n(z)e^{ik·r} acquires, to first order, components f(z)e^{ik'·r}. At total energy E the Schrödinger equation for f is

f'' + p²f = (2m_z/ħ²) u_q φ_n(d) δ(z−d),
p² = (2m_z/ħ²)[E − ħ²k'²/(2m_t)].

Between the wall and the layer, f = α sin(pz)/p, since f(0) = 0. Integrating the equation across z = d shows that f is continuous while its slope jumps by (2m_z/ħ²)u_qφ_n(d). Beyond the layer the solution is therefore

f_out = α sin(pz)/p + (2m_z/ħ²)u_qφ_n(d) sin[p(z−d)]/p.

Continued back to z = 0, this outer solution does not vanish:

f_out(0) = −(2m_z/ħ²)u_qφ_n(d) sin(pd)/p
≈ −(2m_z/ħ²)u_q d² φ_n'(0).

The last line uses φ_n(d) ≈ φ_n'(0)d and pd ≪ 1.

Now remove the layer and place the hard wall at z = h(r), with h positive into the film. The wave must vanish there. To first order,

φ_n'(0)h(r)e^{ik·r} + Σ_k' f_k'(0)e^{ik'·r} = 0,

and projecting on e^{ik'·r} gives f(0) = −h_qφ_n'(0). The two problems have the same outer boundary value if

h_q = (2m_zd²/ħ²)u_q.

For one impurity, u(r) = Uδ(r−R), so

h(r) = s δ(r−R),  s = 2m_zUd²/ħ².

A repulsive impurity pushes the apparent wall into the film.

It remains to turn the boundary value into a coupling. Let c_m = ∫φ_m f_out dz over the film. Multiply f_out'' + p²f_out = 0 by φ_m and integrate by parts twice. Both functions vanish at z = a and φ_m(0) = 0, so one boundary term survives:

∫φ_m f_out'' dz = φ_m'(0)f_out(0) − (mπ/a)²c_m.

Hence [p² − (mπ/a)²]c_m = −φ_m'(0)f_out(0). Multiplication by ħ²/(2m_z) gives

(E − E_mk')c_m = −(ħ²/2m_z)φ_m'(0)f_out(0)
= (ħ²/2m_z)φ_n'(0)φ_m'(0)h_q.

First-order perturbation theory has the form (E − E_mk')c_m = ⟨m k'|V|n k⟩, so the right side is the coupling when energy is conserved. The true f differs from f_out in the thin slice z < d, but that difference stays finite as E approaches E_mk' and does not affect the singular part of c_m. Inserting the slopes,

⟨m k'|V|n k⟩ = (ħ²π²/m_za³) n·m h_q.

For one impurity h_q = (s/A)e^{−iq·R}, and ħ²π²s/(m_za³) = 2π²Ud²/a³ = g. Both derivations agree in magnitude and sign.

The wall formula was also tested without perturbation theory. In units where the thickness and ħ²/(2m_z) are one, with equal masses, a wall ripple h₀cos(Qx) of amplitude h₀ = 0.001 has Fourier components h₀/2. Two degenerate states should split by twice their coupling, which is 2π²n·m h₀. For subbands 2 and 3 the computed splitting divided by h₀ is 118.434, against 2π²·6 = 118.435.

**What the two derivations assume**

Both are first order in U. The first needs only the unperturbed waves and gives the sine formula at any d, on or off the energy shell. It does not by itself say that the impurity resembles a rough wall. The second identifies the equivalent displacement, but it equates energy-conserving amplitudes, which are what a golden-rule rate requires. If its sines are not expanded, it returns the full sine formula as well: at p = mπ/a, the factor φ_m'(0)sin(pd)/p equals φ_m(d).

The second route also exposes a condition on many impurities together. Replace the layer by its mean, u = n_iU, where n_i is the areal density. At small z the wave is z below the layer and z + β(z−d) above it, with

β = 2m_zn_iUd/ħ² = n_is/d.

For a given outer slope, the wave at the layer is smaller by 1/(1+β). Each coupling then falls by (1+β)² and each rate by (1+β)⁴. First order for the layer therefore needs β ≪ 1, in addition to weak scattering by each impurity.

A strict three-dimensional delta function cannot be carried beyond first order without a finite range. For fixed U, the ratio of second to first Born terms grows as the range shrinks. "Weak" thus means small U at a stated nonzero width.

**Random impurities and white noise**

Let the positions R_j be independent and uniform. The equivalent displacement is h(r) = sΣ_jδ(r−R_j), with mean n_is. In ⟨h(r)h(r')⟩, pairs of different impurities give n_i²s², which the squared mean removes. The terms with the same impurity twice leave

⟨δh(r)δh(r')⟩ = n_is²δ(r−r').

Its Fourier transform is n_is² at every q, which is white noise. The mean shifts levels without changing in-plane momentum. The equivalence concerns this two-point correlation and first-order amplitudes; higher correlations of point impurities need not match those of a real rough surface.

Roughness with rms height Δ and correlation ⟨δhδh'⟩ = Δ²exp(−|r−r'|²/ξ²) has the spectrum

πΔ²ξ²exp(−q²ξ²/4).

It is nearly flat when qξ ≪ 1 for all relevant q, and it matches the impurities if πΔ²ξ² = n_is².

For the rate, independent positions make the squared couplings add: n_iA impurities give n_i g²n²m²/A for q ≠ 0. At fixed spin, the sum over k' supplies A m_t/(2πħ²) states per unit energy in each open subband. The golden rule then gives

ħ/τ_n = 2π Σ_m (n_i g²n²m²/A)·A m_t/(2πħ²)
= n_i(m_t/ħ²)g²n² N(N+1)(2N+1)/6,

where N is the number of open subbands. Since the squared coupling does not depend on the direction of k', the scattered in-plane momentum averages to zero. Within one valley this is therefore also the relaxation rate of in-plane current. An independent equal layer at the other wall changes the coupling sign by (−1)^{n+m}, leaves its square unchanged, and doubles the rate.

In a thick film, N ≈ k_Fa/π and the sum tends to N³/3. With k_n = nπ/a,

ħ/τ_n ≈ (4/3π)n_i(m_t/ħ²)U²d⁴k_n²k_F³/a.

An electron meets this wall at the rate ħk_n/(2m_za). Dividing 1/τ_n by that rate gives the scattering probability per encounter:

P_n ≈ (2/3π)(m_t/m_z)n_is²k_nk_F³.

It vanishes linearly at grazing incidence, so the wall becomes specular there within this model.

**A PbTe film**

A lightly doped n-type PbTe (111) film, degenerate at low temperature, has a long enough Fermi wavelength to place a near-surface impurity in the required regime. Take a = 20 nm, d = 0.50 nm, E_F = 50 meV, and the valley whose long axis is normal to the film. Rough typical masses are m_z = 0.24 and m_t = 0.024 electron masses. The neutral impurity has the round model values U = 0.20 eV nm³ and n_i = 5.0×10¹³ cm⁻² = 0.50 nm⁻².

The lowest level, ε₁ = 3.92 meV, fixes the kinetic constant:

ħ²/(2m_z) = ε₁a²/π² = 0.00392×400/9.87 = 0.159 eV nm².

Then k_F = √(0.050/0.159) = 0.561 nm⁻¹, λ_F = 11.2 nm and k_Fd = 0.28. With a parabolic band and hard walls, three subbands are open. The coupling unit and displaced volume are

g = 2π²×0.20×0.25/8000 = 1.234×10⁻⁴ eV nm²,
s = 0.20×0.25/0.1587 = 0.315 nm³.

For the pair (3,3), the law gives 9g = 1110 μeV nm², while the sine formula gives 1090. The difference of 1.8% agrees with the correction 18(πd/a)²/6.

The white-noise power is n_is² = 0.0496 nm⁴. Gaussian roughness with ξ = 1.0 nm matches it for Δ = 0.126 nm. At the largest in-plane momentum transfer, 0.341 nm⁻¹, the Gaussian spectrum is still 97% of its white value.

For the rate, ħ²/m_t = 2×10×0.159 = 3.18 eV nm², and the sum of m² is 14:

ħ/τ₁ = 0.50×(1.234×10⁻⁴)²×14/3.18 ≈ 3.4×10⁻⁸ eV.

This is 34 neV, or a lifetime near 20 ns. The n² factor gives 134 and 302 neV for subbands 2 and 3. An explicit sum over in-plane final states with the unexpanded couplings gives 33, 131 and 292 neV.

These are first-order values, and the layer condition is poorly met at this density: β = 0.1575/0.50 = 0.315. The mean-layer estimate lowers the rates by 1.315⁴ ≈ 3.0, taking the first to about 11 neV. Including the change of normalization, which this estimate omits, the factor is 2.85 and the rate 11.6 neV. At one tenth of the density, with all else fixed, β = 0.0315. The first-order rate is then 3.4 neV, and the same correction lowers it by only 11 to 12%.

**Comparison with real films**

The hard wall is among the most sensitive assumptions for a neutral impurity, and the size of its effect depends on the matching at the surface. With the free-electron mass outside and continuity of the slope divided by the mass, a rough 4 eV surface barrier makes the envelope extrapolate to zero ℓ = 0.41 nm behind the surface, comparable with d. The (1,1) coupling rises by a factor of 2.9 and its contribution to the first-order rate by a factor of 8.4. With the film mass outside instead, ℓ = 0.20 nm and these factors are only 1.8 and 3.4. The pattern is sturdier: the (3,3) coupling relative to nine times the (1,1) coupling is 0.95. The layer correction also grows, because d in β is replaced by d+ℓ. Both lengths approach atomic spacings, where an effective-mass envelope is itself doubtful.

Other neglected effects vary in size or change the regime. An impurity width of 0.10 nm makes the (1,2) coupling 1.034 times the point law, and a bulk estimate puts the second Born term at 0.11 of the first. If intervalley coupling has the same U, the oblique valleys add about 64% to the hard-wall rate. For a parabolic band at 77 K, the fourth subband has an edge occupation of 0.13. With a rough gap E_g = 0.20 eV, E_F is a quarter of the gap, so nonparabolicity is appreciable. The Kane form E(1+E/E_g) = ε₄ lowers that edge from 62.7 to about 50 meV, at E_F itself, and the barrier lowers it to about 47 meV. The in-plane density of states rises by 1+2E_F/E_g = 1.5, and opening the fourth subband raises the sum of m² from 14 to 30. The rate then grows by a factor between 1.5 and about 3, before any change of the coupling by band mixing. A charged impurity is outside the model: its long-range potential reaches into the film, where the subband functions are not small, so the near-wall factor d² no longer limits the coupling. For a rough room-temperature permittivity of 400, the three-dimensional Fourier component of its unscreened potential is 0.39 eV nm³ at the largest in-plane momentum transfer, and it grows at smaller q. At 77 K the permittivity is larger and this component is smaller, but the potential is still long-ranged. Finally, a rough bulk mobility of 30,000 cm²/Vs, taken with the in-plane mass m_t, implies a momentum-relaxation rate ħ/τ of 1.6 meV. The levels themselves can be broader, because small-angle scattering widens them while hardly reducing the mobility. Mobility alone therefore does not show that the subbands are resolved. The bulk relaxation rate does exceed the hard-wall, first-order surface rate of the first subband by more than four orders of magnitude. With the 0.41 nm barrier extrapolation the margin is still about 6000 for the first subband and about 700 for the third, so in this estimate the neutral impurities would not limit the mobility of such a film.

**The limit in an interconnect metal**

A good metal has a Fermi wavelength near half a nanometre. For a model metal with λ_F = 0.52 nm, a = 10 nm and an impurity only 0.10 nm from the wall, k_Fd = 1.21. The n·m law then fails for steep subbands: at the highest of 38, the diagonal coupling is 0.61 of the law. The diagonal coupling stays within 10% of the law's value up to subband 17, where the normal wavenumber is about 0.44k_F. Pairs with a steep partner fail sooner: the (1,38) coupling is 0.78 of the law.

A weaker statement survives for grazing electrons. If nπd/a ≪ 1 but m is arbitrary, the sine formula becomes

⟨m k'|V|n k⟩ ≈ (2U/aA)(nπd/a) sin(mπd/a)e^{−iq·R}.

The sum over final subbands no longer has the white-noise form, but it does not depend on n. The Born rate out of a grazing subband therefore still grows as n². Within this weak-scattering model of a metal film, grazing electrons follow the roughness-like n² dependence even when the full n·m pattern has failed. This requires resolved subbands. A copper-like room-temperature ħ/τ of roughly 26 meV matches or exceeds the lowest spacings here, 11, 19 and 26 meV, so bulk scattering mixes the most grazing subbands. The numerical output lists the couplings and rates for the PbTe film and the limits for this metal.

Table of computed values

```
Film: thickness 20.0 nm, impurity distance 0.50 nm
Masses: normal 0.240, in-plane 0.024 m_e
Fermi energy above band edge: 50.0 meV
Impurity strength U: 0.20 eV nm^3
Impurity areal density: 5.00e+13 cm^-2
Normal Fermi wavenumber: 0.5612 nm^-1
Normal Fermi wavelength: 11.20 nm; k_F d = 0.281
Open subbands N: 3
Subband energies 1..N+1: 3.92, 15.67, 35.25, 62.67 meV
Sheet density, all valleys, T=0: 2.285e+12 cm^-2
Coupling unit g: 123.37 ueV nm^2
Coupling 1,1: exact 123.12, nm law 123.37 ueV nm^2
Coupling 1,2: exact 245.47, nm law 246.74 ueV nm^2
Coupling 1,3: exact 366.32, nm law 370.11 ueV nm^2
Coupling 2,2: exact 489.43, nm law 493.48 ueV nm^2
Coupling 2,3: exact 730.38, nm law 740.22 ueV nm^2
Coupling 3,3: exact 1089.93, nm law 1110.33 ueV nm^2
Wall test 1,2: splitting/h0 39.4783, 2 pi^2 nm 39.4784 (scaled units)
Wall test 1,3: splitting/h0 59.2172, 2 pi^2 nm 59.2176 (scaled units)
Wall test 2,3: splitting/h0 118.4341, 2 pi^2 nm 118.4353 (scaled units)
Random-position spectrum / white value: 1.016, 0.998, 0.981
Equivalent displacement volume s: 0.3150 nm^3
Mean wall shift n_i s: 0.1575 nm
White-noise power n_i s^2: 0.04960 nm^4
Equivalent roughness: rms 0.1257 nm, correlation length 1.0 nm
Largest in-plane momentum transfer: 0.3408 nm^-1
Roughness spectrum there / white value: 0.9714
Subband 1: hbar/tau sum 33.01, law 33.56 neV
Subband 1: lifetime from law 19.62 ns
Subband 2: hbar/tau sum 131.22, law 134.23 neV
Subband 2: lifetime from law 4.90 ns
Subband 3: hbar/tau sum 292.22, law 302.01 neV
Subband 3: lifetime from law 2.18 ns
Surface barrier 4.0 eV: extrapolation length 0.407 nm
Barrier changes coupling 1,1 by factor 2.901; estimate 2.917
With barrier, coupling N,N / (N^2 coupling 1,1): 0.9471
Impurity width 0.10 nm: coupling 1,2 / point nm law 1.0336
Second Born / first, bulk estimate: 0.108
Temperature 77 K: kT 6.64 meV, next-subband occupation 0.129
Nonparabolicity E_F/gap: 0.25 (gap 0.20 eV)
Oblique valleys: 1 open subband(s) each
Added rate if intervalley U is equal: 0.643 of rate law
Bulk broadening at 30000 cm2/Vs: 1.61 meV
Unscreened unit charge, permittivity 400, at largest q: 0.390 eV nm^3
Metal: wavelength 0.52, film 10.0, impurity distance 0.10 nm
Metal: k_F d 1.208, open subbands 38
Metal: exact/nm law at top subband 0.607
Metal: diagonal law within 10% up to subband 17
```
